# Cole-Hopf mapping of regularised KPZ growth to a directed polymer

A growing surface has height $h(\mathbf x,t)$ above a $d$-dimensional substrate, measured in a frame that moves with the uniform part of the growth. In the Kardar-Parisi-Zhang (KPZ) model

$$dh=\left[\nu\nabla^2h+\frac{\lambda}{2}|\nabla h|^2\right]dt+dW(\mathbf x,t),\qquad \nu>0,\ \lambda\neq0 .$$

The first term smooths the surface, the second makes the growth rate depend on slope, and $dW$ is the fluctuation of the arriving flux. The noise is Gaussian with zero mean, independent from one time step to the next, and correlated in space:

$$\mathrm E[dW(\mathbf x)\,dW(\mathbf x')]=2D\,C(\mathbf x-\mathbf x')\,dt .$$

The function $C$ is even and smooth, with $C(0)$ finite. This is the regularisation: the noise has a nonzero width $\ell$, so $h$ is smooth in space and $|\nabla h|^2$ is an ordinary function. The initial profile $h_0$ is smooth, and the substrate is periodic unless stated otherwise.

The numerical example is a model surface in $d=1$ on a ring of length $L=16$ nm, with $\nu=0.8$ nm²/s, $\lambda=1.2$ nm/s, $D=0.5$ nm³/s and growth time $t=4$ s. Its noise correlation is

$$C(r)=\frac1L\left[1+2\sum_{m=1}^{8}e^{-k_m^2\ell^2}\cos k_mr\right],\quad k_m=\frac{2\pi m}{L},\quad \ell=1\ \text{nm},$$

which gives $C(0)=0.2821$ nm⁻¹. The values quoted below are in the numerical output.

## (a) Removing the nonlinearity

*First let the forcing be an ordinary function of time, $dW=\eta\,dt$. Find the constant $a\neq0$ for which $Z=e^{ah}$ obeys a linear equation.*

**Solution.** The chain rule gives

$$\nabla Z=aZ\nabla h,\qquad \nabla^2Z=aZ\nabla^2h+a^2Z|\nabla h|^2 .$$

Hence $aZ\nabla^2h=\nabla^2Z-a^2Z|\nabla h|^2$, and

$$\partial_tZ=aZ\,\partial_th=\nu\nabla^2Z+aZ\eta+aZ\left(\frac\lambda2-\nu a\right)|\nabla h|^2 .$$

The last term vanishes for every surface if

$$a=\frac{\lambda}{2\nu},\qquad\text{and then}\qquad \partial_tZ=\nu\nabla^2Z+a\eta Z .$$

The additive noise has become multiplicative. In the example $a=1.2/(2\times0.8)=0.75$ nm⁻¹.

The cancellation relies on the particular pair of terms in the KPZ equation. Surface diffusion, $-K\nabla^4h$, would contribute $-KZ\nabla^4\ln Z$, which is not linear in $Z$.

## (b) White noise

*Now let the noise be white in time. Find the equation for $Z$ in the Itô and in the Stratonovich convention. Which height has an exponential that obeys the Itô equation without an added drift?*

**Solution.** In the Itô convention the factor multiplying $dW$ is taken at the start of the step; in the Stratonovich convention it is averaged over the start and the end. In the height equation this factor is the constant 1, so both readings agree. For $Z$ they differ.

Expand $Z$ to second order in $dh$, because $dW$ is of size $\sqrt{dt}$:

$$dZ=aZ\,dh+\tfrac12a^2Z\,(dh)^2 .$$

To order $dt$, $(dh)^2=(dW)^2$, whose mean is $2DC(0)dt$. For a Gaussian variable the variance of the square is twice the squared variance, here $8D^2C(0)^2dt^2$. Summed over $t/dt$ independent steps this gives $8D^2C(0)^2\,t\,dt$, which tends to zero. So $(dW)^2$ may be replaced by its mean, with an accumulated rms error proportional to $\sqrt{dt}$. With the result of (a),

$$dZ=\left[\nu\nabla^2Z+a^2DC(0)Z\right]dt+aZ\,dW\qquad\text{(Itô)}.$$

The Stratonovich product, written $\circ$, contains half the change of $Z$ during the step:

$$aZ\circ dW=aZ\,dW+\tfrac12a\,dZ\,dW=aZ\,dW+\tfrac12a^2Z(dW)^2=aZ\,dW+a^2DC(0)Z\,dt .$$

The drift is absorbed, and

$$dZ=\nu\nabla^2Z\,dt+aZ\circ dW\qquad\text{(Stratonovich)}.$$

To remove the drift from the Itô form, set $\tilde Z=e^{-a^2DC(0)t}Z$. Differentiating the prefactor cancels the drift:

$$d\tilde Z=\nu\nabla^2\tilde Z\,dt+a\tilde Z\,dW,\qquad \tilde h=\frac{\ln\tilde Z}{a}=h-aDC(0)\,t .$$

The driftless Itô equation therefore describes $\tilde h$, not $h$.

The offset rate has a direct meaning. Without the nonlinearity, a Fourier mode of wavenumber $k$ decays at rate $\nu k^2$ and is driven with strength $2D\hat C(k)$. Its stationary variance is $2D\hat C/(2\nu k^2)$. Multiplying by $k^2$ and summing over modes on an infinite substrate gives a mean square slope $DC(0)/\nu$. The growth rate $\frac\lambda2|\nabla h|^2$ averaged over these slopes is $\lambda DC(0)/(2\nu)=aDC(0)$. This reading neglects the effect of the nonlinearity on the slopes, and it needs an infinite substrate. On a ring the $k=0$ mode carries no slope, and the same sum gives $aD[C(0)-1/L]$, which is 0.082 nm/s in the example. The offset rate between $h$ and $\tilde h$ remains $aDC(0)=0.106$ nm/s.

In the example the offset is

$$aDC(0)\,t=0.75\times0.5\times0.2821\times4\ \text{nm}=0.423\ \text{nm}.$$

The height equation and the linear equation were integrated with the same noise for 40 realisations. Read in the Itô sense without drift, the linear equation gives a height lower than $h$ by 0.4226 nm on average. The rms deviation from the predicted offset falls from 0.0222 nm with 256 steps to 0.0062 nm with 4096 steps. This is an order of 0.46 in the time step, close to the one half expected from the fluctuations of $(dW)^2$. Read in the Stratonovich sense, the linear equation reproduces $h$ with an rms difference of 0.0002 nm.

## (c) The polymer

*Let $\mathbf X_s$ be a Brownian path, independent of the noise, with $\mathbf X_0=\mathbf x$ and variance $2\nu s$ per component. Show that*

$$u(\mathbf x,t)=\mathrm E_X\left[e^{ah_0(\mathbf X_t)}\exp\left(a\int_0^t dW(\mathbf X_s,t-s)\right)\right]$$

*equals $Z$, where $\mathrm E_X$ averages over paths at fixed noise. Read off the energy of the path, and show that the map from $h$ to $Z$ can be inverted.*

**Solution.** Extend the time from $t$ to $t+dt$. The first piece of the path, with displacement $\boldsymbol\xi$, meets the newest noise $\Delta W$; the remainder is a path of duration $t$ starting at $\mathbf x+\boldsymbol\xi$. Therefore

$$u(\mathbf x,t+dt)=\mathrm E_\xi\left[e^{a\Delta W}u(\mathbf x+\boldsymbol\xi,t)\right].$$

Within this step $\Delta W$ may be evaluated at $\mathbf x$. The correction linear in the displacement averages to zero over $\boldsymbol\xi$. What remains is of size $dt^{3/2}$ with zero mean over the new noise, or of size $dt^2$. The former add up, over $t/dt$ independent steps, to a variance of order $dt^2$; the latter add up to order $dt$. Both vanish in the limit.

Since $\mathrm E[\xi_i\xi_j]=2\nu\,dt\,\delta_{ij}$, the displacement contributes $\frac12\cdot2\nu\,dt\,\nabla^2u$. Expanding the exponential to second order,

$$u(\mathbf x,t+dt)=u+\nu\nabla^2u\,dt+a\,\Delta W\,u+\tfrac12a^2(\Delta W)^2u .$$

Replacing $(\Delta W)^2$ by $2DC(0)dt$ gives the Itô equation of (b), with the same initial value $e^{ah_0}$.

The solution is unique. The difference $v$ of two solutions starts from zero, and $d(v^2)=2v\,dv+(dv)^2$ gives, after integration by parts,

$$\frac{d}{dt}\mathrm E\!\int v^2=-2\nu\,\mathrm E\!\int|\nabla v|^2+4a^2DC(0)\,\mathrm E\!\int v^2\le4a^2DC(0)\,\mathrm E\!\int v^2 .$$

A nonnegative quantity that starts at zero and obeys this inequality stays zero. So $u=Z$.

Cut the path into slices of duration $\Delta t$. Each displacement has probability density

$$(4\pi\nu\Delta t)^{-d/2}\exp\left[-\frac{|\Delta\mathbf x|^2}{4\nu\Delta t}\right].$$

The product of these factors with the noise factors is a Boltzmann weight $e^{-E/T}$. With $\eta=dW/ds$, understood through the slices,

$$\frac ET=\int_0^t ds\left[\frac{|\dot{\mathbf x}|^2}{4\nu}-a\,\eta(\mathbf x(s),t-s)\right].$$

Here $s$ is counted back from the final time $t$, and $\mathbf x(0)=\mathbf x$. This is a polymer directed along the growth time, with line tension $\kappa=T/(2\nu)$, in the random potential $V=-aT\eta$. The initial profile weights its far end by $e^{ah_0}$. Its free energy is $F=-T\ln Z=-aTh$. For $\lambda>0$ a high point of the surface is a low free energy, and the polymer favours places where the flux was in excess.

As an average of positive quantities, $Z$ is positive, so $h=\ln Z/a$ exists. Itô's formula for the logarithm returns the original equation:

$$dh=\frac{dZ}{aZ}-\frac{(dZ)^2}{2aZ^2}=\left[\frac{\nu\nabla^2Z}{aZ}+aDC(0)-aDC(0)\right]dt+dW .$$

By (a), $\nu\nabla^2Z/(aZ)=\nu\nabla^2h+\nu a|\nabla h|^2$, and $\nu a=\lambda/2$.

Two limits are instructive. For $a\to0$ at fixed $\nu$, expanding both sides of $e^{ah}=u$ to first order in $a$ gives

$$h=\mathrm E_X\left[h_0(\mathbf X_t)+\int_0^t dW(\mathbf X_s,t-s)\right].$$

The height is then a plain average over free paths, as it must be for the linear growth equation. In the opposite limit take $\nu\to0$ at fixed $\lambda>0$, without noise. The exponent for a far end at $\mathbf y$ is

$$ah_0(\mathbf y)-\frac{|\mathbf x-\mathbf y|^2}{4\nu t}=a\left[h_0(\mathbf y)-\frac{|\mathbf x-\mathbf y|^2}{2\lambda t}\right],$$

because $4\nu a=2\lambda$. As $a\to\infty$ the largest exponent dominates, so

$$h(\mathbf x,t)=\max_{\mathbf y}\left[h_0(\mathbf y)-\frac{|\mathbf x-\mathbf y|^2}{2\lambda t}\right].$$

The surface becomes an envelope of parabolic caps, and the polymer settles into its state of lowest energy.

For a numerical comparison the surface starts from $h_0=\cos qx+\frac12\sin2qx$ in nm, with $q=2\pi/L$. The sum over polymer configurations was carried out slice by slice for one noise history. At $x=12$ nm it gives 0.5929 nm, and direct integration of the KPZ equation gives 0.5924 nm. The largest difference anywhere on the ring is 0.0009 nm.

## (d) Memory of the initial surface

*At fixed noise, the initial profile is changed slightly near $\mathbf y$. How does $h(\mathbf x,t)$ respond, and what does this mean for the polymer?*

**Solution.** Sort the paths by their far end $\mathbf y$. Let $K(\mathbf x,t;\mathbf y)$ be the total weight of paths ending there, without the factor from $h_0$. Then

$$Z(\mathbf x,t)=\int d\mathbf y\,K(\mathbf x,t;\mathbf y)\,e^{ah_0(\mathbf y)} .$$

Differentiating $h=\ln Z/a$ gives

$$\frac{\delta h(\mathbf x,t)}{\delta h_0(\mathbf y)}=\frac{1}{aZ}\,K\,a\,e^{ah_0(\mathbf y)}=\frac{K(\mathbf x,t;\mathbf y)\,e^{ah_0(\mathbf y)}}{Z(\mathbf x,t)}=P(\mathbf y|\mathbf x,t),$$

the probability density of the polymer's far end. It is nonnegative, so raising the initial surface anywhere cannot lower the later one. It integrates to one, so a uniform lift is carried along unchanged.

In the example $h_0$ was changed by a small multiple of $\sin qy$. The response at $x=4$ nm, per unit of that multiple, is 0.6724, and the polymer average of $\sin qy$ over its far end is 0.6723. The change at this point was initially 1. It has decreased because $P$ averages the sine over a range of starting points, and the factor $e^{ah_0}$ also tends to pull that range toward the maximum of $h_0$ at smaller $y$. Without noise $P$ is centred near $y=2.5$ nm and the response is 0.60. The value 0.6724 belongs to the single noise history of (c); from one history to another the response scatters by about 0.07. Over the whole ring the two quantities differ by at most 0.0007.

## (e) Averages over the noise

*For a flat start, $h_0=0$, find $\mathrm E[Z]$ and the equation for $G(\mathbf r,t)=\mathrm E[Z(\mathbf x,t)Z(\mathbf x+\mathbf r,t)]$. What follows for the mean height?*

**Solution.** In the Itô form $dW$ is independent of the $Z$ that multiplies it, so the noise term has zero mean. With a flat start $\mathrm E[Z]$ does not depend on position, and

$$\frac{d}{dt}\mathrm E[Z]=a^2DC(0)\,\mathrm E[Z]\quad\Rightarrow\quad \mathrm E[Z]=e^{a^2DC(0)t} .$$

For two points use $d(ZZ')=Z\,dZ'+Z'\,dZ+dZ\,dZ'$. The two drifts contribute $2a^2DC(0)ZZ'dt$. The last product is

$$dZ\,dZ'=a^2ZZ'\,dW\,dW'=2a^2DC(\mathbf r)ZZ'\,dt .$$

Since $G$ depends on the separation alone, each of the two Laplacians becomes $\nabla_r^2$:

$$\partial_tG=2\nu\nabla_r^2G+2a^2D\,[C(0)+C(\mathbf r)]\,G,\qquad G(\mathbf r,0)=1 .$$

Two polymers in the same potential gain, on average, extra weight at separations where $C(\mathbf r)>0$. If $C$ decreases with distance, this acts as an attraction between them.

The logarithm is concave, so $\mathrm E[\ln Z]\le\ln\mathrm E[Z]$, that is $a\,\mathrm E[h]\le a^2DC(0)t$. For $\lambda>0$ this is an upper bound, $\mathrm E[h]\le aDC(0)t$; for $\lambda<0$ division by $a$ reverses the inequality.

An ensemble of 4000 surfaces grown with the nonlinear equation gives the following values, with one standard error.

| Quantity | Grown surfaces | Linear theory |
|---|---|---|
| $\mathrm E[Z]$ | 1.368 ± 0.009 | 1.373 |
| $G$ at $r=0$ | 2.64 ± 0.04 | 2.68 |
| $G$ at $r=4$ nm | 2.09 ± 0.03 | 2.11 |

All three agree within about one standard error. The first prediction is $\exp(0.07934\times4)=1.373$. The mean height is 0.191 ± 0.008 nm, well below the bound of 0.423 nm. The average of the exponential gives high surfaces extra weight, so $\ln\mathrm E[Z]/a$ is not an estimate of the mean height.

## (f) Narrow noise in one dimension

*On an infinite line take $C(r)=e^{-r^2/4\ell^2}/(\sqrt{4\pi}\,\ell)$, which tends to $\delta(r)$ as $\ell\to0$. What happens to the offset rate, and to the second moment $g(t)=\mathrm E[\tilde Z^2]$ of the subtracted field for a flat start?*

**Solution.** Here $C(0)=1/(\sqrt{4\pi}\,\ell)$, so the offset rate $aDC(0)$ diverges as $1/\ell$. The subtraction in (b) removes the $C(0)$ term from the pair equation. For $\tilde G=e^{-2a^2DC(0)t}G$,

$$\partial_t\tilde G=2\nu\,\partial_r^2\tilde G+2a^2D\,C(r)\,\tilde G .$$

Treat the last term as a source that spreads by diffusion. The spreading kernel has variance $4\nu(t-s)$ and central value $1/\sqrt{8\pi\nu(t-s)}$. This value bounds the kernel for every $\ell$ and is integrable in time, so the iterated series converges uniformly in $\ell$ and the limit may be taken term by term. With $C\to\delta$ and $r=0$,

$$g(t)=1+\frac{b}{\sqrt\pi}\int_0^t\frac{g(s)}{\sqrt{t-s}}\,ds,\qquad b=\frac{2a^2D}{\sqrt{8\nu}}=\frac{a^2D}{\sqrt{2\nu}} .$$

The Laplace transform of $1/\sqrt{\pi t}$ is $1/\sqrt p$, so $\hat g=1/p+b\hat g/\sqrt p$. Solving for $\hat g$ and multiplying numerator and denominator by $\sqrt p+b$,

$$\hat g=\frac{1}{\sqrt p\,(\sqrt p-b)}=\frac{1}{p-b^2}+\frac{b}{\sqrt p\,(p-b^2)} .$$

The first term is the transform of $e^{b^2t}$. The second is a convolution, evaluated with $w=b\sqrt s$:

$$b\int_0^t\frac{e^{b^2(t-s)}}{\sqrt{\pi s}}\,ds=e^{b^2t}\,\frac{2}{\sqrt\pi}\int_0^{b\sqrt t}e^{-w^2}dw=e^{b^2t}\,\mathrm{erf}(b\sqrt t) .$$

Therefore

$$g(t)=e^{b^2t}\left[1+\mathrm{erf}(b\sqrt t)\right].$$

At short times $g\approx1+2b\sqrt{t/\pi}$; at long times $g\approx2e^{b^2t}$.

For the example $b=0.2223$ s$^{-1/2}$ and $g(4\ \text{s})=1.792$. As $\ell$ is reduced from 0.2 to 0.1 and 0.05 nm, the offset rate doubles each time, from 0.53 to 1.06 and 2.12 nm/s. The subtracted moment takes the values 1.674, 1.728 and 1.759, and its distance from the limit is roughly halved each time.

This result concerns the second moment; it does not prove that the random field itself converges. Nor does the argument carry over to a two-dimensional substrate at fixed $a$ and $D$: the kernel's central value is then proportional to $1/(t-s)$, which is not integrable at $s=t$. There the mapping of (b) and (c) still holds at any nonzero noise width.

## Calculated quantities

```
nu = 0.8 nm^2/s, lambda = 1.2 nm/s, D = 0.5 nm^3/s
noise width = 1.0 nm, ring = 16.0 nm, time = 4.0 s
noise Fourier modes (nonzero wavenumbers): 8
a = lambda/(2 nu) = 0.7500 1/nm
C(0) = 0.28209 1/nm
Ito drift a^2 D C(0) = 0.07934 1/s
height offset rate a D C(0) = 0.10579 nm/s
predicted offset after growth = 0.4231 nm
same-noise test: 40 realisations, 64 grid points
Ito, 256 steps: mean offset 0.4226 nm, rms about prediction 0.0222 nm
Ito, 1024 steps: mean offset 0.4228 nm, rms about prediction 0.0115 nm
Ito, 4096 steps: mean offset 0.4226 nm, rms about prediction 0.0062 nm
Ito error order in the time step = 0.46
Stratonovich, 4096 steps: mean offset -0.00021 nm, rms 0.00024 nm
polymer sum: 1000 slices, 256 sites; start profile from -1.299 to 1.299 nm
x = 0 nm: h direct 0.2255 nm, polymer 0.2260 nm; response -0.0931, end average -0.0934
x = 4 nm: h direct -0.3304 nm, polymer -0.3305 nm; response 0.6724, end average 0.6723
x = 8 nm: h direct -0.0597 nm, polymer -0.0594 nm; response 0.0745, end average 0.0748
x = 12 nm: h direct 0.5924 nm, polymer 0.5929 nm; response -0.6349, end average -0.6351
largest height difference = 0.00089 nm
largest response difference = 0.00068 (dimensionless)
ensemble: 4000 surfaces, 400 steps
E[Z]: grown 1.3683 +- 0.0087, formula 1.3735
E[Z Z'] at r = 0 nm: grown 2.6377 +- 0.0411, pair equation 2.6787
E[Z Z'] at r = 4 nm: grown 2.0903 +- 0.0299, pair equation 2.1113
mean height = 0.1914 +- 0.0079 nm, upper bound 0.4231 nm
narrow noise: b = 0.22235 s^(-1/2), limiting moment = 1.7921
width 0.2 nm: offset rate 0.5289 nm/s, subtracted moment 1.6742
width 0.1 nm: offset rate 1.0579 nm/s, subtracted moment 1.7284
width 0.05 nm: offset rate 2.1157 nm/s, subtracted moment 1.7591
```
